# Weibull Slope and Lifetime of Large Oxide Areas with Lognormal Cell Scatter: verification in Python

```python
"""
Result under test: a chip of N independent oxide cells fails at its first
cell breakdown. Cell survival is exp(-(t/eta)^beta), beta common to all cells,
ln(eta) normal with mean ln(eta_m) and standard deviation sigma. For large N
the chip population is Weibull with the SAME slope beta and characteristic life
    eta_chip = eta_m * N**(-1/beta) * exp(-beta*sigma**2/2).
x = (t/eta_chip)^beta is the limiting cumulative hazard; times are in seconds.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.optimize import brentq
from scipy.stats import norm

# Round, roughly typical parameters for a thin SiO2 gate oxide under stress
thickness = 2.5            # nm
thickness_scatter = 0.05   # nm, between cells
sensitivity = 12.0         # d ln(eta) / d thickness, 1/nm
beta = 1.5
eta_m = 1.0e7              # s, median cell characteristic life
cell_area = 1.0            # um^2
chip_area = 0.1            # cm^2
N = chip_area * 1e8 / cell_area
sigma = sensitivity * thickness_scatter
spread = np.exp((beta * sigma)**2)


def normal_grid(points=4001, limit=12.0):
    """Nodes and normalised weights for averages over a standard normal."""
    z = np.linspace(-limit, limit, points)
    w = np.exp(-z**2 / 2)
    w[0] *= 0.5
    w[-1] *= 0.5
    return z, w / w.sum()


def hazard(t, cells, median=eta_m, scatter=sigma, tilt=0.0, grid=None):
    """-ln(survival) of the chip population, averaged over cell lifetimes.
    tilt: relative change of the cell slope per unit of z."""
    z, w = normal_grid() if grid is None else grid
    u = np.exp(beta * (1 + tilt * z) * (np.log(t / median) - scatter * z))
    failed = np.sum(w * -np.expm1(-u))
    if failed < 0.5:
        return -cells * np.log1p(-failed)
    return -cells * np.log(np.sum(w * np.exp(-u)))


def life(cells, **options):
    """Time at which 63.2% of the population has failed."""
    f = lambda y: np.log(hazard(np.exp(y), cells, **options))
    return np.exp(brentq(f, np.log(1.0), np.log(1e9), xtol=1e-13, rtol=1e-13))


def local_slope(t, cells, **options):
    h = 1e-3
    up = np.log(hazard(t * np.exp(h), cells, **options))
    down = np.log(hazard(t * np.exp(-h), cells, **options))
    return (up - down) / (2 * h)


def chip_formula(cells):
    return eta_m * cells**(-1 / beta) * np.exp(-beta * sigma**2 / 2)


# Lognormal averages and the weighting of weak cells, by quadrature
z, w = normal_grid()
rate_weight = w * np.exp(-beta * sigma * z)
moment = rate_weight.sum()
mean_life = eta_m * np.sum(w * np.exp(sigma * z))
mean_z = np.sum(rate_weight * z) / moment
assert abs(moment / np.exp((beta * sigma)**2 / 2) - 1) < 1e-10
assert abs(mean_z + beta * sigma) < 1e-10

# Large chip: life and slope from the full population survival
eta_chip = chip_formula(N)
eta_uniform = eta_m * N**(-1 / beta)
eta_numeric = life(N)
mesh_shift = abs(life(N, grid=normal_grid(2001)) / eta_numeric - 1)
assert abs(eta_numeric / eta_chip - 1) < 1e-6
assert mesh_shift < 1e-9
factor_mean = eta_numeric / (mean_life * N**(-1 / beta))
assert abs(factor_mean / np.exp(-(beta + 1) * sigma**2 / 2) - 1) < 1e-6
fractions = (0.001, 1 - np.exp(-1), 0.99)
slopes = [local_slope(eta_chip * (-np.log1p(-p))**(1 / beta), N)
          for p in fractions]
assert max(abs(b / beta - 1) for b in slopes) < 2e-6

# Rigorous bounds on survival and slope at small and moderate N
for cells in (10, 100, 1000):
    for x in (0.1, 1.0, 3.0):
        t = chip_formula(cells) * x**(1 / beta)
        gap = x - hazard(t, cells)
        assert 0 < gap < x**2 * spread / (2 * cells)
        ratio = local_slope(t, cells) / beta
        assert 1 - x * spread / cells < ratio < 1

# First finite-N correction to the characteristic life
test_cells = 1e4
measured = (life(test_cells) / chip_formula(test_cells) - 1) * test_cells
predicted = (spread - 1) / (2 * beta)
assert abs(measured / predicted - 1) < 0.01

# Direct simulation: every cell breaks at a random time, the first one counts
rng = np.random.default_rng(12345)
sim_cells, batches, batch = 2000, 20, 500
first_times, weak_hits, frozen_lives = [], [], []
for _ in range(batches):
    eta = eta_m * np.exp(sigma * rng.standard_normal((batch, sim_cells)))
    times = eta * rng.weibull(beta, (batch, sim_cells))
    first = times.argmin(axis=1)
    rows = np.arange(batch)
    first_times.append(times[rows, first])
    weak_hits.append(eta[rows, first] < eta_m)
    frozen_lives.append(np.sum(eta**(-beta), axis=1)**(-1 / beta))
first_times = np.concatenate(first_times)
weak_fraction = np.concatenate(weak_hits).mean()
frozen_std = np.log(np.concatenate(frozen_lives)).std()
scale = np.median(first_times)
r = first_times / scale


def likelihood_slope(b):
    return np.sum(r**b * np.log(r)) / np.sum(r**b) - 1 / b - np.log(r).mean()


sim_slope = brentq(likelihood_slope, 0.3, 6.0)
sim_life = scale * np.mean(r**sim_slope)**(1 / sim_slope)
# tolerances are about four standard errors for 10000 simulated chips
assert abs(sim_slope / beta - 1) < 0.032
assert abs(sim_life / chip_formula(sim_cells) - 1) < 0.03
assert abs(weak_fraction - norm.cdf(beta * sigma)) < 0.016
frozen_formula = np.sqrt((spread - 1) / sim_cells) / beta
assert abs(frozen_std / frozen_formula - 1) < 0.05

# Single-cell capacitors: flattened slope, and the scaling error it causes
eta_single = life(1)
slope_single = local_slope(eta_single, 1)
naive_life = eta_single * N**(-1 / slope_single)
assert slope_single < 0.9 * beta
assert naive_life < 0.5 * eta_chip
# fully shared scatter: the flattened slope stays at the chip's area
shared_all = dict(median=eta_uniform)
slope_shared_all = local_slope(life(1, **shared_all), 1, **shared_all)
assert slope_shared_all < 0.9 * beta

# Neglected effect: cell slope proportional to local thickness
tilt = thickness_scatter / thickness
life_tilt = life(N, tilt=tilt)
slope_tilt = local_slope(life_tilt, N, tilt=tilt)
log_ratio = np.log(life_tilt / eta_m)
linear = beta * (tilt * log_ratio - sigma)
quadratic = beta * tilt * sigma
gauss = (np.exp(beta * log_ratio + linear**2 / (2 * (1 + 2 * quadratic)))
         / np.sqrt(1 + 2 * quadratic))
assert abs(N * gauss - 1) < 1e-4

# Neglected effect: thickness constant over patches of 1 mm^2
patch_area = 1.0                                  # mm^2
patches = chip_area * 100 / patch_area
patch_median = eta_m * (N / patches)**(-1 / beta)
life_patch = life(patches, median=patch_median)
slope_patch = local_slope(life_patch, patches, median=patch_median)

# Neglected effect: extra thickness scatter shared by all cells of a chip
shared_nm = 0.02
shared = dict(median=eta_chip, scatter=sensitivity * shared_nm)
life_shared = life(1, **shared)
slope_shared = local_slope(life_shared, 1, **shared)

# Neglected effects: bounded thickness tail, temperature, extrinsic defects
life_cut = life(N, grid=normal_grid(limit=3.0))
temperature, offset, activation = 398.0, 5.0, 0.7   # K, K, eV
local_T = np.array([temperature - offset, temperature + offset])
arrhenius = np.exp(activation * charge / k_boltzmann
                   * (1 / local_T - 1 / temperature))
temperature_factor = np.mean(arrhenius**(-beta))**(-1 / beta)
defect_density = 0.1                              # per cm^2
extrinsic = 1 - np.exp(-defect_density * chip_area)
one_percent = eta_chip * (-np.log1p(-0.01))**(1 / beta)
one_percent_uniform = eta_uniform * (-np.log1p(-0.01))**(1 / beta)

print(f"oxide thickness {thickness} nm, cell scatter {thickness_scatter} nm")
print(f"sensitivity of ln eta to thickness {sensitivity} 1/nm")
print(f"beta {beta}, sigma {sigma:.3f}, beta*sigma {beta*sigma:.3f}")
print(f"median cell life {eta_m:.3e} s, mean cell life {mean_life:.3e} s")
print(f"cell area {cell_area} um2, chip area {chip_area} cm2, N {N:.3e}")
print(f"exp(beta^2 sigma^2) {spread:.4f}")
print(f"average of (eta/eta_m)^(-beta) {moment:.5f}")
print(f"area factor N^(-1/beta) {N**(-1/beta):.4e}")
print(f"chip life without scatter {eta_uniform:.2f} s")
print(f"chip life with scatter, formula {eta_chip:.2f} s")
print(f"chip life with scatter, quadrature {eta_numeric:.2f} s")
print(f"same in minutes {eta_chip/60:.3f} min")
print(f"shortening factor against median {eta_numeric/eta_uniform:.4f}")
print(f"shortening factor against mean {factor_mean:.4f}")
print(f"relative shift on halving the mesh {mesh_shift:.1e}")
for p, b in zip(fractions, slopes):
    print(f"chip slope at {100*p:.1f}% failed {b:.6f}")
print(f"time to 1% failed, with scatter {one_percent:.3f} s")
print(f"time to 1% failed, without scatter {one_percent_uniform:.3f} s")
print(f"finite-N relative life shift, example {predicted/N:.2e}")
print(f"N * relative shift at N=1e4: {measured:.4f}, formula {predicted:.4f}")
print(f"chip-to-chip std of ln life {np.sqrt((spread-1)/N)/beta:.2e}")
print(f"hazard-weighted thickness offset {mean_z*thickness_scatter:.4f} nm")
print(f"share of first failures below median {norm.cdf(beta*sigma):.4f}")
print(f"simulation: {len(first_times)} chips of {sim_cells} cells")
print(f"  slope {sim_slope:.4f}")
print(f"  life {sim_life:.4e} s, formula {chip_formula(sim_cells):.4e} s")
print(f"  share of first failures below median {weak_fraction:.4f}")
print(f"  std of ln life {frozen_std:.5f}, formula {frozen_formula:.5f}")
print(f"single-cell population: life {eta_single:.3e} s")
print(f"single-cell population: slope at 63.2% {slope_single:.4f}")
print(f"chip life scaled with that slope {naive_life:.3f} s")
print(f"all scatter shared in chip: slope {slope_shared_all:.4f}")
print("neglected effects (life relative to formula):")
print(f"  slope ~ thickness: life {life_tilt:.2f} s")
print(f"  slope ~ thickness: ratio {life_tilt/eta_chip:.4f}")
print(f"  slope ~ thickness: chip slope {slope_tilt:.4f}")
print(f"  patches of {patch_area} mm2: number {patches:.0f}")
print(f"  patches: ratio {life_patch/eta_chip:.4f}, slope {slope_patch:.4f}")
print(f"  shared thickness scatter {shared_nm} nm:")
print(f"    ratio {life_shared/eta_chip:.4f}, slope {slope_shared:.4f}")
print(f"  thickness tail cut at 3 sigma: ratio {life_cut/eta_chip:.4f}")
print(f"  temperature {temperature} K, half the cells +{offset} K,")
print(f"    half -{offset} K, activation energy {activation} eV:")
print(f"    ratio {temperature_factor:.4f}")
print(f"  extrinsic defects {defect_density} per cm2:")
print(f"    share of chips affected {100*extrinsic:.3f} %")
print("done: every assertion held")
```

Output:

```
oxide thickness 2.5 nm, cell scatter 0.05 nm
sensitivity of ln eta to thickness 12.0 1/nm
beta 1.5, sigma 0.600, beta*sigma 0.900
median cell life 1.000e+07 s, mean cell life 1.197e+07 s
cell area 1.0 um2, chip area 0.1 cm2, N 1.000e+07
exp(beta^2 sigma^2) 2.2479
average of (eta/eta_m)^(-beta) 1.49930
area factor N^(-1/beta) 2.1544e-05
chip life without scatter 215.44 s
chip life with scatter, formula 164.47 s
chip life with scatter, quadrature 164.47 s
same in minutes 2.741 min
shortening factor against median 0.7634
shortening factor against mean 0.6376
relative shift on halving the mesh 0.0e+00
chip slope at 0.1% failed 1.500000
chip slope at 63.2% failed 1.500000
chip slope at 99.0% failed 1.500000
time to 1% failed, with scatter 7.659 s
time to 1% failed, without scatter 10.034 s
finite-N relative life shift, example 4.16e-08
N * relative shift at N=1e4: 0.4159, formula 0.4160
chip-to-chip std of ln life 2.36e-04
hazard-weighted thickness offset -0.0450 nm
share of first failures below median 0.8159
simulation: 10000 chips of 2000 cells
  slope 1.5043
  life 4.7508e+04 s, formula 4.8090e+04 s
  share of first failures below median 0.8174
  std of ln life 0.01656, formula 0.01665
single-cell population: life 1.027e+07 s
single-cell population: slope at 63.2% 1.1026
chip life scaled with that slope 4.601 s
all scatter shared in chip: slope 1.1026
neglected effects (life relative to formula):
  slope ~ thickness: life 133.26 s
  slope ~ thickness: ratio 0.8103
  slope ~ thickness: chip slope 1.4642
  patches of 1.0 mm2: number 10
  patches: ratio 1.0397, slope 1.4217
  shared thickness scatter 0.02 nm:
    ratio 1.0012, slope 1.4093
  thickness tail cut at 3 sigma: ratio 1.0103
  temperature 398.0 K, half the cells +5.0 K,
    half -5.0 K, activation energy 0.7 eV:
    ratio 0.9561
  extrinsic defects 0.1 per cm2:
    share of chips affected 0.995 %
done: every assertion held
```
